\section*{Lorentzian Broadening and Occupation of an Adsorbate Level in the Wide-Band Limit}

\section{Model and conventions}

An atom arriving at a growing metal surface brings a valence orbital that mixes with the band states. Let $|a\rangle$ be this orbital and $|k\rangle$ the band states, all orthonormal. All energies are measured from the Fermi energy $E_F$: the adsorbate level lies at $\epsilon=E-E_F$, the band states at $e_k$, and $\omega$ is a running energy. For one spin direction
\begin{equation}
H=\epsilon|a\rangle\langle a|+\sum_k e_k|k\rangle\langle k|
+\sum_k\left(V_k|a\rangle\langle k|+V_k^*|k\rangle\langle a|\right).
\label{H}
\end{equation}
The metal is large enough for its levels to form a continuum and for one atom not to move $E_F$. Repulsion between electrons on the adsorbate enters through a mean-field contribution to $\epsilon$, treated in Section~\ref{sec:U}. The coupling is measured by
\begin{equation}
\Gamma(\omega)=\pi\sum_k|V_k|^2\,\delta(\omega-e_k),
\label{Gam}
\end{equation}
an energy that will prove to be the half width at half maximum of the level. The full width is $2\Gamma$.

If the eigenstates of $H$ are $|m\rangle$ with energies $E_m$, the adsorbate density of states and the zero-temperature occupation per spin are
\begin{equation}
\rho(\omega)=\sum_m|\langle a|m\rangle|^2\delta(\omega-E_m),\qquad
n=\int_{-\infty}^{0}\rho(\omega)\,d\omega .
\label{n}
\end{equation}

\section{Eliminating the metal}

Define the resolvent $\mathcal G(z)=(z-H)^{-1}$ and $G(z)=\langle a|\mathcal G(z)|a\rangle$. Taking the $aa$ and $ka$ elements of $(z-H)\mathcal G=1$ gives
\begin{align}
(z-\epsilon)G-\sum_kV_k\mathcal G_{ka}&=1, &
(z-e_k)\mathcal G_{ka}-V_k^*G&=0 .
\end{align}
The second equation gives $\mathcal G_{ka}=V_k^*G/(z-e_k)$. Inserted in the first, it yields
\begin{equation}
G(z)=\frac{1}{z-\epsilon-\Sigma(z)},\qquad
\Sigma(z)=\sum_k\frac{|V_k|^2}{z-e_k}.
\label{G}
\end{equation}
The band has been eliminated without approximation.

Just above the real axis, $1/(x+i0)=\mathrm P(1/x)-i\pi\delta(x)$, where P denotes the principal value. Applied to $G=\sum_m|\langle a|m\rangle|^2/(z-E_m)$ and to $\Sigma$, this gives
\begin{equation}
\rho(\omega)=-\frac1\pi\,\mathrm{Im}\,G(\omega+i0),\qquad
\Sigma(\omega+i0)=\Lambda(\omega)-i\Gamma(\omega).
\label{rhoG}
\end{equation}
For a flat band, with constant $\Gamma$ between $-D_-$ and $D_+$ and zero outside,
\begin{equation}
\Lambda(\omega)=\frac\Gamma\pi\,\mathrm P\!\!\int_{-D_-}^{D_+}\frac{de}{\omega-e}
=\frac\Gamma\pi\ln\left|\frac{\omega+D_-}{D_+-\omega}\right| .
\label{Lam}
\end{equation}
When both edges are far away compared with $|\omega|$, this tends to the constant $(\Gamma/\pi)\ln(D_-/D_+)$. It vanishes for a band centred at $E_F$; otherwise it is a rigid shift of the level and is absorbed in $\epsilon$.

\section{Lorentzian and occupation}

In the wide-band limit $\Sigma=-i\Gamma$ in the upper half plane. Equations (\ref{G}) and (\ref{rhoG}) then give
\begin{equation}
\rho(\omega)=-\frac1\pi\,\mathrm{Im}\,\frac{1}{\omega-\epsilon+i\Gamma}
=\frac1\pi\,\frac{\Gamma}{(\omega-\epsilon)^2+\Gamma^2}.
\label{lor}
\end{equation}
This falls to half its peak value $1/(\pi\Gamma)$ at $\omega=\epsilon\pm\Gamma$, as announced. An antiderivative is $\arctan[(\omega-\epsilon)/\Gamma]/\pi$, so the total area is one, and
\begin{equation}
n=\frac1\pi\left[\arctan\frac{\omega-\epsilon}{\Gamma}\right]_{-\infty}^{0}
=\frac1\pi\left[-\arctan\frac\epsilon\Gamma+\frac\pi2\right].
\end{equation}
Restoring $E_F$,
\begin{equation}
\boxed{\,n=\frac12-\frac1\pi\arctan\frac{E-E_F}{\Gamma}\,}
\label{main}
\end{equation}
per spin. The occupation is $3/4$, $1/2$ and $1/4$ for $\epsilon=-\Gamma$, $0$ and $\Gamma$. As $\Gamma\to0$ it becomes the step of an isolated level. For $\epsilon\gg\Gamma$, $\arctan x\simeq\pi/2-1/x$ gives $n\simeq\Gamma/(\pi\epsilon)$: a level well above $E_F$ empties slowly, as a power and not exponentially. For a flat band this tail fails once $\epsilon$ is no longer small compared with the distance from $E_F$ to the lower band edge, because the occupied part of the tail is then cut short.

The width is also a decay rate. For a single electron placed in $|a\rangle$ at $t=0$, with no other electrons considered, the amplitude to remain there is
\begin{equation}
A(t)=\int_{-\infty}^{\infty}\rho(\omega)e^{-i\omega t/\hbar}d\omega
=e^{-i\epsilon t/\hbar}\,e^{-\Gamma t/\hbar}\qquad(t>0).
\label{decay}
\end{equation}
The contour is closed in the lower half plane, where the pole at $\omega=\epsilon-i\Gamma$ has residue $(\Gamma/\pi)/(-2i\Gamma)$ times the exponential; the clockwise factor $-2\pi i$ makes the prefactor one. Hence $|A|^2=e^{-2\Gamma t/\hbar}$, with lifetime $\hbar/(2\Gamma)$.

\section{A band of finite width}

The size of the error in (\ref{main}) follows from a second route to $n$. For one eigenstate with $E_m\neq0$,
\begin{equation}
\frac1\pi\int_0^\infty\mathrm{Re}\,\frac{1}{iy-E_m}\,dy
=-\frac1\pi\int_0^\infty\frac{E_m\,dy}{y^2+E_m^2}=-\frac12\,\mathrm{sgn}\,E_m .
\end{equation}
Adding $1/2$ gives one for a filled state and zero for an empty one. Weighting with $|\langle a|m\rangle|^2$, whose sum is one, gives
\begin{equation}
n=\frac12+\frac1\pi\int_0^\infty\mathrm{Re}\,G(iy)\,dy .
\label{axis}
\end{equation}
States split off from the band are included.

For a flat band from $-D$ to $D$, write $1/(iy-e)=-(iy+e)/(y^2+e^2)$. The part odd in $e$ cancels, and
\begin{equation}
\Sigma(iy)=-\frac{i\Gamma}{\pi}\int_{-D}^{D}\frac{y\,de}{y^2+e^2}
=-\frac{2i\Gamma}{\pi}\arctan\frac Dy .
\end{equation}
Thus $G(iy)=1/(iY-\epsilon)$ with $Y=y+(2\Gamma/\pi)\arctan(D/y)$, and (\ref{axis}) becomes
\begin{equation}
n=\frac12-\frac1\pi\int_0^\infty\frac{\epsilon\,dy}{\epsilon^2+Y(y)^2}.
\label{finite}
\end{equation}
For $D\to\infty$, $Y=y+\Gamma$. The integral then runs over $Y$ from $\Gamma$ to infinity and equals $\arctan(\epsilon/\Gamma)$, which confirms (\ref{main}).

For large finite $D$, use $\arctan(D/y)=\pi/2-\arctan(y/D)\simeq\pi/2-y/D$. Then
\begin{equation}
Y\simeq\Gamma+(1-\alpha)y,\qquad \alpha=\frac{2\Gamma}{\pi D}.
\end{equation}
Since $dy=dY/(1-\alpha)\simeq(1+\alpha)dY$,
\begin{equation}
n=\frac12-\frac{1}{\pi}\left(1+\frac{2\Gamma}{\pi D}\right)\arctan\frac\epsilon\Gamma
+O(D^{-2}).
\label{corr}
\end{equation}
The linear replacement is poor for $y\gtrsim D$, but it does not spoil the stated order. It lowers $Y$ by $\delta Y=(2\Gamma/\pi)[y/D-\arctan(y/D)]$. At large $y$ the integrand changes in magnitude by about $2|\epsilon|\,\delta Y/y^3$. With $y=Dx$ the resulting integral is
\begin{equation}
\frac{4|\epsilon|\Gamma}{\pi D^2}\int_0^\infty\frac{x-\arctan x}{x^3}\,dx ,
\end{equation}
which converges at both ends and is of order $D^{-2}$. To leading order, a finite symmetric flat band therefore pushes the occupation away from $1/2$.

\section{Temperature}

At temperature $T$ and fixed $\epsilon$, the step in (\ref{n}) is replaced by the Fermi function $f(\omega)$. The digamma function $\psi$ satisfies $\mathrm{Im}\,\psi(\tfrac12+ix)=\tfrac\pi2\tanh\pi x$, so that
\begin{equation}
f(\omega)=\frac12-\frac12\tanh\frac{\omega}{2k_BT}
=\frac12-\frac1\pi\,\mathrm{Im}\,\psi\!\left(\frac12+\frac{i\omega}{2\pi k_BT}\right).
\end{equation}
The poles of this $\psi$ lie at $\omega=2\pi ik_BT(m+\tfrac12)$, $m=0,1,2,\dots$, in the upper half plane. In the lower half plane $\psi$ grows only logarithmically, while $\rho$ falls as $\omega^{-2}$. The contour of $\int\rho\,\psi\,d\omega$ can therefore be closed there, as in (\ref{decay}), and the integral equals $\psi$ evaluated at $\omega=\epsilon-i\Gamma$:
\begin{equation}
n(T)=\frac12-\frac1\pi\,\mathrm{Im}\,\psi\!\left(\frac12+\frac{\Gamma+i\epsilon}{2\pi k_BT}\right).
\label{thermal}
\end{equation}
For large $|z|$, $\psi(\tfrac12+z)\simeq\ln z+1/(24z^2)$. The logarithm has imaginary part $\arctan(\epsilon/\Gamma)$ and returns (\ref{main}). The next term gives
\begin{equation}
n(T)-n(0)\simeq-\frac{\pi(k_BT)^2}{6}\,\mathrm{Im}\frac{1}{(\Gamma+i\epsilon)^2}
=\frac{\pi(k_BT)^2}{3}\,\frac{\epsilon\Gamma}{(\epsilon^2+\Gamma^2)^2}.
\label{lowT}
\end{equation}
The absolute change of $n$ is thus small when $k_BT$ is small compared with $\sqrt{\epsilon^2+\Gamma^2}$. For a narrow level above $E_F$, $\Gamma\ll k_BT$, this expansion misses the activated occupation of order $e^{-\epsilon/k_BT}$, which can exceed $n(0)$ itself; (\ref{thermal}) must then be used.

\section{Repulsion on the adsorbate}
\label{sec:U}

Let two electrons on the adsorbate repel with energy $U$. In mean field each spin sees the average occupation of the other, so in the nonmagnetic state
\begin{equation}
\epsilon=\epsilon_0+Un ,
\label{mf}
\end{equation}
where $\epsilon_0$ is the bare level. Equation (\ref{main}) must then be solved together with (\ref{mf}).

To see when this state is stable, add a small splitting $\mp h$ to the up and down levels. From (\ref{main}), $dn/d\epsilon=-\rho_F$, where $\rho_F=\rho(0)$. Therefore
\begin{equation}
\delta n_\uparrow=-\rho_F(-h+U\delta n_\downarrow),\qquad
\delta n_\downarrow=-\rho_F(h+U\delta n_\uparrow).
\end{equation}
Subtracting, the moment $\mu=\delta n_\uparrow-\delta n_\downarrow$ obeys $\mu=2\rho_Fh+U\rho_F\mu$, or
\begin{equation}
\mu=\frac{2\rho_Fh}{1-U\rho_F}.
\end{equation}
The nonmagnetic solution is locally stable for $U\rho_F<1$.

What mean field omits is $H'=U(\hat n_\uparrow-n)(\hat n_\downarrow-n)$. Acting on the mean-field ground state, $H'$ creates only simultaneous excitations of both spins, because each bracket has zero average there. The operator $\hat n_\uparrow$ connects the ground state to excitations of the up spin alone. The first-order change of the occupation, which needs both matrix elements for the same excited state, is zero. Correlation first enters at order $U^2$.

\section{Worked example}

Take $\epsilon=1.5$~eV, $\Gamma=0.75$~eV, $D=10$~eV, $T=600$~K and $U=2$~eV. These are round model parameters in the rough regime of an alkali atom on a simple $sp$ metal. From (\ref{main}),
\begin{equation}
n=\frac12-\frac{\arctan 2.000}{\pi}=\frac12-\frac{1.1071}{\pi}=0.1476 .
\end{equation}
Both spins together hold $0.295$ electron. An atom with one valence electron then carries the charge $(1-0.295)e=0.705\,e$, or $1.13\times10^{-19}$~C. The full width is $1.5$~eV and the lifetime $\hbar/(2\Gamma)=0.44$~fs. Integrating (\ref{Gam}) over the band gives $\sum_k|V_k|^2=2D\Gamma/\pi$, so the total coupling is $\sqrt{2(10)(0.75)/\pi}=2.19$~eV.

A direct diagonalization with $D=30$~eV, using 800 and 1600 band levels and extrapolating linearly in their spacing, gives $n=0.1423$. Equation (\ref{corr}) gives $0.1420$ for that width. With 1600 levels, the computed line departs from (\ref{lor}) by at most $2.7\%$ of the peak height within $5\Gamma$ of the level. The survival probability at $t=\hbar/\Gamma$ is $0.1352$, against $e^{-2}=0.1353$. Agreement this close is special to that time. To first order in $\Gamma/D$, the finite band multiplies both the prefactor and the decay rate of the amplitude by $1+2\Gamma/(\pi D)$, and the two changes cancel at $t=\hbar/\Gamma$. At half and at twice this time the survival probability differs from (\ref{decay}) by about $2\%$ and $3\%$.

\subsection{Band, temperature and correlation}

For $D=10$~eV, (\ref{finite}) gives $n=0.133$, which is $10\%$ below the wide-band value; the leading correction (\ref{corr}) gives $0.131$. A semielliptic band, $\Gamma(\omega)=\Gamma\sqrt{1-\omega^2/D^2}$, with the same half width and the same $\Gamma$ at $E_F$, gives $0.128$.

A flat band from $-D$ to $2D$, with $\epsilon$ held at $1.5$~eV before the shift, gives $0.1474$. This near agreement with $0.1476$ is a cancellation. By (\ref{Lam}) the level moves by $(\Gamma/\pi)\ln\frac12=-0.165$~eV at $E_F$, which alone would raise (\ref{main}) to $0.163$. The remaining effects of the finite band lower $n$ by slightly more than this rise.

At 600~K, $k_BT=0.052$~eV and $n$ rises by $0.0004$, as (\ref{lowT}) predicts. Temperature is negligible here if $\epsilon$ and $\Gamma$ stay fixed.

The bare level is $\epsilon_0=1.5-2(0.1476)=1.205$~eV, and $U\rho_F=2(0.0849)=0.17$, well below one. Moreover, the slope of $n$ with respect to $\epsilon$ never exceeds $1/(\pi\Gamma)$ in magnitude, and $U/(\pi\Gamma)=0.85<1$. The mean-field iteration is therefore a contraction and has a single solution, the nonmagnetic one.

To size correlation, the flat band is divided at $\pm D$, $\pm D/3$, $\pm D/9$, $\pm D/27$ and $0$. Each of the eight intervals is replaced by one level at its midpoint with $|V|^2=\Gamma/\pi$ times its width. At the same $\epsilon_0$ and $U$, mean field gives $n=0.124$ and the exact ground state of this reduced model gives $0.128$, a rise of $0.004$. Doubling $U$ from $0.2$ to $0.4$~eV at fixed $\epsilon_0$ multiplies the correlation change by $3.7$; a purely quadratic law would give $4$, so higher powers already contribute, in part because the mean-field level $\epsilon_0+Un$ itself moves up with $U$. The reduced metal is coarse: without correlation and at $\epsilon=1.5$~eV it gives $0.121$ where the continuous band gives $0.133$. The rise of $0.004$ is thus an estimate of size.

\subsection{Neighbours and motion}

On a growing surface the adatoms act on one another. Let each carry a point charge $qe$ at height $d$ above the image plane, with its image at depth $d$. In Gaussian units the level of an atom in a square array shifts by
\begin{equation}
\Delta\epsilon=-qe^2\sum_{R\ne0}\left(\frac1R-\frac{1}{\sqrt{R^2+4d^2}}\right)
\simeq-2qe^2d^2\sum_{R\ne0}\frac{1}{R^3},
\label{neigh}
\end{equation}
where the last form holds for spacings much larger than $d$. With $q=0.705$ and $d=0.2$~nm held fixed, the full sum gives $-0.09$~eV at 2~nm spacing and $-0.69$~eV at 1~nm. The occupation becomes $0.156$ and $0.24$ respectively. In this model these changes are overestimates, because a fuller level has a smaller charge $q$ and, through (\ref{mf}), a higher energy.

Equation (\ref{main}) also assumes that the electrons keep up with the arriving atom. A mass of 20~u with a kinetic energy of 2~eV moves at $4.4$~km/s and crosses $0.1$~nm, taken as the length over which $\epsilon$ and $\Gamma$ change, in 23~fs. The electronic lifetime is $0.019$ of this, so the occupation can follow the motion closely near the surface. Farther out $\Gamma$ is smaller. At the same speed and length, the two times become equal at $\Gamma\approx0.019\times0.75=0.014$~eV, and there the static formula cannot be trusted.

\subsection{Comparison with real surfaces}

For alkali atoms on simple metals, a level width of the order of 1~eV and a positively charged adatom at low coverage are reasonable; the strong lowering of the work function in that regime fits this picture. The value $0.705\,e$ is the population of one model orbital, however, and not a directly measurable charge. Of the departures sized here, the neighbours matter most at 1~nm spacing, where they raise $n$ by $61\%$ of its isolated value with $q$ and $\epsilon$ held fixed and by about $36\%$ when $q=1-2n$ and (\ref{mf}) are solved together with the shift; a nearly complete layer is denser still. At 2~nm their effect, about $5\%$, is smaller than that of the finite band. These sizes rest on the chosen height $d=0.2$~nm, since the shift scales roughly as $d^2$. On transition metals the narrow $d$ band makes $\Gamma(\omega)$ vary strongly near $E_F$. Equation (\ref{G}) still holds within the model, but (\ref{lor}) and (\ref{main}) need not. Orbital overlap, further adsorbate levels and the dependence of $\epsilon$ and $\Gamma$ on height are not included. The computed values are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
level above Fermi energy E-EF: 1.50 eV
half width Gamma: 0.75 eV
full width 2 Gamma: 1.50 eV
half bandwidth D: 10.0 eV
total coupling sqrt(sum V^2): 2.185 eV
ratio (E-EF)/Gamma: 2.000
arctan of ratio: 1.1071 rad
occupation per spin n: 0.1476
electrons in level 2n: 0.2952
adatom charge 1-2n: 0.7048 e = 1.129e-19 C
density of states at EF: 0.0849 per eV per spin
population lifetime: 0.439 fs
n at E-EF = -0.75 eV: 0.7500
n at E-EF = +0.00 eV: 0.5000
n at E-EF = +0.75 eV: 0.2500
test band half width: 30.0 eV
n by diagonalization, test band: 0.1423
largest shape error / peak: 0.0268
survival at t = hbar/Gamma: 0.1352
exp(-2) for comparison: 0.1353
n, flat band of half width D: 0.1329
n, leading band correction: 0.1308
n, semielliptic band: 0.1276
n, flat band from -D to 2D: 0.1474
level shift of that band at EF: -0.1655 eV
temperature: 600 K, kT: 0.0517 eV
thermal change of n: +0.00040
repulsion U: 2.00 eV
bare level E0-EF: 1.2048 eV
U times density of states at EF: 0.1698
n, eight metal levels, no correlation at E: 0.1207
n, eight metal levels, mean field: 0.1243
n, eight metal levels, exact: 0.1283
correlation change of n: +0.0040
correlation ratio, U=0.4 to U=0.2 eV: 3.659
adatom charge height: 0.20 nm
neighbours at 2 nm: level shift -0.0900 eV
neighbours at 2 nm: n = 0.1556
neighbours at 1 nm: level shift -0.6874 eV
neighbours at 1 nm: n = 0.2373
atom mass: 20 u, energy: 2.0 eV
atom speed: 4393 m/s
transit time over 0.1 nm: 22.76 fs
lifetime / transit time: 0.0193
\end{verbatim}
